# Does a fixed dopant number remove threshold-voltage variability?

**Question**

In a small n-channel MOS transistor the number of acceptors under the gate fluctuates from device to device, and the threshold voltage $V_T$ fluctuates with it. Suppose a process could place the same number of acceptors in every channel, at random positions. The total ionised charge would then be the same everywhere, and the gate has to balance that charge. Would the dopant-induced spread of $V_T$ disappear?

**Answer**

No. Two mechanisms survive: the gate voltage needed to balance an acceptor depends on its depth, and the current depends on where the barriers lie in the channel plane. Fixing the number does help, and both the gain and the remainder can be calculated.

**Model.** Take a square channel of side $L$ and area $A=L^2$, with oxide thickness $t$ and mean acceptor density $N_a$. At threshold the depletion depth is $D$, and $N_0=N_aAD$ is the mean number of acceptors in the depletion volume. Depth $z$ is measured from the oxide interface into the semiconductor. I use the depletion approximation, a small drain bias, subthreshold current, uniform mobility and a response linear about the uniformly doped device. No lateral field leaves the channel edges, so the effect of source and drain on the barrier is omitted. $V_T$ is the gate voltage at a fixed small current. Define

$$C_{ox}=\frac{\epsilon_{ox}}t,\qquad C_d=\frac{\epsilon_s}D,\qquad m=1+\frac{C_d}{C_{ox}},\qquad V_t=\frac{k_BT}q .$$

**Why depth matters**

First average over the channel plane. The potential $\psi$ and its slope vanish at the depletion edge. Multiplying Poisson's equation, $\psi''=(\text{acceptor charge density})/\epsilon_s$, by $z$ and integrating by parts shows that the surface potential $\psi_s$ is the first moment of the acceptor charge divided by $\epsilon_s$. For uniform doping, $\psi_s=qN_aD^2/(2\epsilon_s)$.

Add $\delta$ acceptors per unit area at depth $z$ and hold $\psi_s$ fixed. The edge moves to $D+\Delta D$, where

$$\tfrac12N_a(D+\Delta D)^2+\delta z=\tfrac12N_aD^2
\quad\Rightarrow\quad \Delta D\simeq-\frac{\delta z}{N_aD}.$$

The charge balanced by the gate changes by

$$\Delta Q=q(N_a\Delta D+\delta)=q\delta\left(1-\frac zD\right).$$

This is where the equal-charge argument fails: the depletion edge is not fixed. A deep acceptor makes the edge retreat and nearly pays for itself, while a shallow one does not. With $\delta=1/A$, one acceptor shifts the threshold by

$$\Delta V_T=s\,w,\qquad s=\frac q{C_{ox}A},\qquad w=1-\frac zD .$$

For uniformly random depths, $w$ is uniform on $(0,1)$, with $\langle w\rangle=1/2$ and $\langle w^2\rangle=1/3$. Its variance is $1/3-1/4=1/12$. For independent acceptors,

$$\sigma^2_{\rm fixed}=\frac{s^2N_0}{12},\qquad
\sigma^2_{\rm Poisson}=s^2\left[N_0\,\frac1{12}+N_0\left(\frac12\right)^2\right]=\frac{s^2N_0}3 .$$

The second term in the bracket is the variance of the number, $N_0$, times $\langle w\rangle^2$. Fixing the number removes this term, which is three quarters of the variance. In this averaged theory the standard deviation is halved.

The volume in which the number is fixed matters. If it is fixed in a box of depth $B>D$, the box holds $N_0B/D$ acceptors, and those below $D$ have $w=0$. Then $\langle w\rangle=D/(2B)$ and $\langle w^2\rangle=D/(3B)$, so

$$\sigma^2=s^2\frac{N_0B}D\left[\frac D{3B}-\frac{D^2}{4B^2}\right]
=\frac{s^2N_0}3\left[1-\frac{3D}{4B}\right].$$

For $B=2D$, 62.5% of the Poisson variance remains. For $B\gg D$ nearly all of it remains, because the count inside the depletion layer is again almost free.

**Why lateral position matters**

Now resolve the channel plane. Consider a charge sheet $\sigma_k$ at depth $z$, varying laterally with wavenumber $k$, and let $\phi$ be the potential it adds. The gate imposes $\phi(-t)=0$. At the depletion edge the unperturbed slope is zero, so moving the edge changes nothing to first order and $\phi(D)=0$.

Let $f(z')=\sinh k(D-z')/\sinh kD$, which satisfies $f''=k^2f$, $f(0)=1$ and $f(D)=0$. Multiply $-\epsilon_s(\phi''-k^2\phi)=\sigma_k\delta(z'-z)$ by $f$ and integrate over the semiconductor. Two integrations by parts leave the boundary terms

$$\epsilon_s\phi'(0^+)+\epsilon_sk\coth(kD)\,\phi(0)=\sigma_kf(z).$$

In the oxide $\phi\propto\sinh k(z'+t)$. Continuity of displacement gives $\epsilon_s\phi'(0^+)=\epsilon_{ox}k\coth(kt)\phi(0)$. Hence

$$\phi(0)=R(k,z)\sigma_k,\qquad
R=\frac{\sinh k(D-z)/\sinh kD}{k[\epsilon_s\coth kD+\epsilon_{ox}\coth kt]} .$$

As $k\to0$, $R\to w/(C_{ox}+C_d)$. A gate-voltage change moves the surface potential by $1/m$ of itself, because $dV_G/d\psi_s=1+(dQ/d\psi_s)/C_{ox}=1+C_d/C_{ox}$. Since $mC_{ox}=C_{ox}+C_d$, the shift $sw$ is recovered. For large $k$, $R$ falls as $e^{-kz}/k$, so shallow acceptors make the sharp barriers.

Write the zero-mean lateral part of the surface potential as $V_tu(x,y)$, with $x$ along the current. The subthreshold electron density, and so the local sheet conductance, is proportional to $e^u$. Let $v$ be the electron quasi-Fermi potential scaled to run from 1 at the source to 0 at the drain. Then

$$\nabla\cdot(e^u\nabla v)=0,\qquad G[u]=\int e^u|\nabla v|^2\,dA,$$

with no current through the sides. $G$ is the conductance relative to $u=0$, for which $v=1-x/L$ and $G=1$.

The mean potential multiplies the current by $\exp\{-(s/mV_t)[\sum_iw_i-N_0/2]\}$, where $N_0/2$ is the uniform-doping value. A gate change $\Delta V_T$ multiplies it by $\exp(\Delta V_T/mV_t)$. Requiring the original current gives

$$\Delta V_T=s\left[\sum_iw_i-\frac{N_0}2\right]-mV_t\ln G[u].$$

The first term contains number and depth. The second remains when both are fixed.

**What an average barrier misses**

Change $u$ slightly. The accompanying change $\delta v$ contributes $2\int e^u\nabla v\cdot\nabla\delta v\,dA$ to $\delta G$. This vanishes on integration by parts, since $\delta v=0$ at the electrodes, no current crosses the sides, and the current is continuous. Therefore

$$\delta\ln G=\int p\,\delta u\,dA,\qquad p=\frac{e^u|\nabla v|^2}G,\qquad\int p\,dA=1 .$$

Here $p$ is the local share of the dissipated power. In a uniform channel $p=1/A$, and a zero-mean $\delta u$ has no first-order effect. In a rough channel $p$ is large at bottlenecks, and a barrier placed there costs more than its area suggests.

For weak roughness, put $v=1-x/L+v_1$. To first order $\nabla^2v_1=(1/L)\partial_xu$. Multiplying by $v_1$ and integrating by parts gives

$$\int|\nabla v_1|^2dA=\frac1L\int u\,\partial_xv_1\,dA .$$

In the second-order part of $G$, the cross term $-(2/L)\int u\,\partial_xv_1\,dA$ is thus $-2\int|\nabla v_1|^2dA$, and

$$G\simeq1+\tfrac12\langle u^2\rangle-\int|\nabla v_1|^2dA .$$

For a mode $u_k=\alpha\cos k_xx\cos k_yy$, the solution is $v_1=(\alpha k_x/Lk^2)\sin k_xx\cos k_yy$. Its gradient integral is $(k_x^2/k^2)\langle u_k^2\rangle$. The modes are orthogonal, so with $\cos\theta=k_x/k$,

$$\ln G\simeq\sum_k\langle u_k^2\rangle\left(\tfrac12-\cos^2\theta\right)
=-\tfrac12\sum_k\langle u_k^2\rangle\cos2\theta .$$

Ridges across the current ($\theta=0$) raise $V_T$; lanes along it ($\theta=\pi/2$) lower it. Exchanging $x$ and $y$ reverses the sign at this order, although number, depths, mutual distances and the distribution of $u$ are all unchanged.

A thin oxide suppresses both mechanisms. When $kt\ll1$ and $\epsilon_skt/\epsilon_{ox}\ll1$ for all relevant modes and $C_{ox}\gg C_d$, $R\simeq f(z)/C_{ox}$. The depth term falls as $t$, and in this limit the weak-roughness lateral term falls as $u^2\propto t^2$. The limit is reached late: for the channel below, the lateral spread falls only as about $t^{1.25}$ between 2 and 1 nm and comes near $t^2$ only below about 0.1 nm, thinner than any real oxide.

**Numbers for a small channel**

Take $L=30$ nm, $D=15$ nm, $t=2$ nm, relative permittivities 12 (semiconductor) and 4 (oxide), $N_0=72$ and 300 K. Then $C_{ox}=0.0177$ F/m², $m=1.40$, $V_t=25.85$ mV and

$$s=\frac{1.602\times10^{-19}\ {\rm C}}{(0.01771\ {\rm F/m^2})(9\times10^{-16}\ {\rm m^2})}=10.05\ {\rm mV}.$$

The depth theory gives $10.05\sqrt{72/3}=49.2$ mV for a Poisson number and $10.05\sqrt{72/12}=24.6$ mV for a fixed one.

For the lateral part I summed the cosine modes of each acceptor's potential, smoothed laterally over 1 nm to limit the sharpest features, and solved current continuity on a $40\times40$ grid. Each ensemble has 400 devices. In the third, the depths are $(i-\frac12)D/72$ for $i=1,\dots,72$, so $\sum_iw_i=36$ and the depth term vanishes. Uncertainties come from resampling the devices.

| Held fixed | Spread of $V_T$ (mV) |
|---|---|
| nothing (Poisson number) | $54.6\pm1.8$ |
| number | $31.9\pm1.2$ |
| number and all depths | $23.3\pm1.0$ |

Fixing the number leaves $(31.9/54.6)^2\approx34\%$ of the variance, more than the quarter found from depth alone. The depth and lateral parts in that ensemble have spreads of 24.9 and 21.6 mV and a correlation of $-0.06$. Their combined spread is

$$\sqrt{24.9^2+21.6^2-2(0.06)(24.9)(21.6)}\approx32\ {\rm mV}.$$

The remaining numbers are for fixed number and depths. The rms $u$ is 2.3, so the conductance varies strongly and the weak-roughness formula is no longer quantitative. One device has a shift of $+57$ mV; exchanging its axes gives $-29$ mV. In this device the sign reverses but the magnitude does not carry over; in roughly four devices out of ten even the sign stays the same. In two dimensions, exchanging current lines and equipotentials gives $G[u^T]=1/G[-u]$, where $u^T$ is the map with its axes exchanged. The part of $\ln G$ that is even in $u$ therefore reverses exactly at any roughness, while the odd part (third order and higher) is unchanged and spoils the reversal. The mean shift is about $-7$ mV, whereas the second-order formula averages to zero when the two directions are statistically equivalent. They are equivalent here, and the standard error of the mean is only $23.3/\sqrt{400}\approx1.2$ mV, so the mean shift is real. By the same symmetry every even order averages to zero, and the mean comes from the odd orders, third and higher. It depends on the smoothing length, moving from about $-9$ mV at 0.5 nm to about $-5$ mV at 2 nm, while the spread changes by less than 1 mV.

On average, half the dissipation occurs in 10% of the area. This suggests a percolation measure. Let $u_c$ be the highest level for which the region $u\ge u_c$ still connects source to drain; it is the lowest point on the best available path. Across the 400 devices $\ln G$ and $u_c$ have a correlation of 0.91, although every device has the same mean barrier. The bottleneck is therefore a good predictor of the current, but not a complete one.

Moving one acceptor shows the effect directly. I took the shallowest, at 0.10 nm, and found where the other 71 made the dissipation smallest and largest. Moving it from the first place to the second, at constant depth, raised $V_T$ in all 40 devices tried, by about 30 mV on average. Its entire contribution to the averaged theory is $s w\approx10$ mV, and that did not change.

These magnitudes belong to this model. Source and drain fields reach the middle of a real 30 nm channel and would alter them, as would a nonlinear depletion-edge response. The model also puts the electrons at the interface. Quantum confinement holds them about 1 nm below it, which acts partly like extra oxide and increases all three spreads in the table. Within the model, the dopant-induced spread vanishes if the full three-dimensional arrangement is repeated in every device; repeating the count is not enough.
